# Finding a methyl group's rotational barrier from its harmonic torsional wavenumber

## Problem

A methyl group is joined by a single bond to a heavy frame with threefold symmetry. A harmonic vibrational analysis, made from the second derivatives of the energy at the equilibrium geometry, gives the torsion a wavenumber of $200\ \mathrm{cm^{-1}}$. The internal rotational constant is $F=5.3\ \mathrm{cm^{-1}}$. Assume that both parts are rigid and that the potential is

$$V(\varphi)=\frac{V_3}{2}\,(1-\cos 3\varphi),\qquad V_3>0,$$

where $\varphi$ is the angle of the methyl group relative to the frame, measured from a minimum.

1. Derive the Hamiltonian for $\varphi$ and express $F$ through the moments of inertia of the two parts.
2. Find $V_3$ in eV and in $\mathrm{cm^{-1}}$.
3. Decide how many digits of the answer are meaningful, and under what condition the harmonic treatment holds.

The algebra uses atomic units, so $\hbar=1$ and $\omega$ denotes both the angular frequency and the energy quantum.

## Hints

**Hint 1.** Both parts turn about the bond. Write the kinetic energy with two angles, then separate the overall rotation from the relative one.

**Hint 2.** The height of the potential is unknown, but its curvature at $\varphi=0$ is proportional to that height. What does the wavenumber tell you about the curvature?

**Hint 3.** A rotational constant is an inverse moment of inertia. Once the inertia has been replaced by $F$, all quantities in the relation are energies and may be entered in any common unit.

**Hint 4.** For the condition of validity, compare the width of the ground state with the $60^\circ$ that separate a minimum from the next maximum.

## Solution

### 1. The Hamiltonian

Let $\alpha$ and $\beta$ be the angles of the methyl top and the frame about the bond, and $I_t$ and $I_f$ their moments of inertia about it. The kinetic energy and the angular momentum along the bond are

$$T=\tfrac12 I_t\dot\alpha^2+\tfrac12 I_f\dot\beta^2,\qquad L=I_t\dot\alpha+I_f\dot\beta .$$

With $\varphi=\alpha-\beta$, solving for the two velocities gives

$$\dot\alpha=\frac{L+I_f\dot\varphi}{I_t+I_f},\qquad \dot\beta=\frac{L-I_t\dot\varphi}{I_t+I_f}.$$

When these are inserted in $T$, the terms in $L\dot\varphi$ are $+I_tI_fL\dot\varphi/(I_t+I_f)^2$ from the top and $-I_tI_fL\dot\varphi/(I_t+I_f)^2$ from the frame, and they cancel. What remains is

$$T=\frac{L^2}{2(I_t+I_f)}+\frac12 I_r\dot\varphi^2,\qquad I_r=\frac{I_tI_f}{I_t+I_f}.$$

The first term is the overall rotation. We take $L=0$. The momentum conjugate to $\varphi$ is then $p=I_r\dot\varphi$, so $T=p^2/(2I_r)$. Replacing $p$ by $-i\,d/d\varphi$ gives

$$H=-F\frac{d^2}{d\varphi^2}+V(\varphi),\qquad F=\frac{1}{2I_r}=\frac12\left(\frac1{I_t}+\frac1{I_f}\right).$$

The light part dominates $F$. For an infinitely heavy frame, $F$ reduces to the rotational constant $1/(2I_t)$ of the methyl group about its own axis.

### 2. The barrier

The cosine series $\cos u=1-u^2/2+u^4/24-\dots$ with $u=3\varphi$ gives

$$V(\varphi)=\frac{V_3}{2}\left(\frac{9\varphi^2}{2}-\frac{81\varphi^4}{24}+\dots\right)=\frac94V_3\varphi^2-\frac{27}{16}V_3\varphi^4+\dots$$

A harmonic analysis keeps the quadratic term. Written as $\tfrac12K\varphi^2$, it has the force constant

$$K=V''(0)=\frac92V_3 .$$

The oscillator has inertia $I_r=1/(2F)$, hence

$$\omega^2=\frac{K}{I_r}=\frac92V_3\cdot2F=9FV_3,\qquad \omega=3\sqrt{FV_3}.$$

Solving for the barrier,

$$\boxed{V_3=\frac{\omega^2}{9F}}$$

The factor $9$ is the square of the threefold periodicity: two derivatives of $\cos3\varphi$ each bring down a factor $3$. The barrier grows as the square of the wavenumber because the force constant does. At fixed wavenumber a larger $F$, meaning a lighter rotor, implies a lower barrier, since a light rotor reaches the same frequency with a weaker restoring torque.

With $1\ \mathrm{cm^{-1}}=1.239842\times10^{-4}$ eV, the two inputs become

$$\omega=0.024797\ \text{eV},\qquad F=6.5712\times10^{-4}\ \text{eV},$$

and therefore

$$V_3=\frac{(0.024797)^2}{9\times6.5712\times10^{-4}}\ \text{eV}=0.1040\ \text{eV}.$$

The same relation in wavenumbers gives

$$V_3=\frac{200^2}{9\times5.3}\ \mathrm{cm^{-1}}\approx839\ \mathrm{cm^{-1}}.$$

This is the height of the potential above its minimum. The torsional ground level already lies $0.0120$ eV above that minimum, as found by diagonalizing $H$, so the top of the barrier is $0.0920$ eV above the ground level. The two heights should not be interchanged when barriers from different sources are compared.

### 3. Digits and validity

Taking the logarithm of $V_3=\omega^2/(9F)$ and differentiating gives, for small changes,

$$\frac{\delta V_3}{V_3}=2\,\frac{\delta\omega}{\omega}-\frac{\delta F}{F}.$$

A value of $F$ quoted as $5.3\ \mathrm{cm^{-1}}$ may lie anywhere between $5.25$ and $5.35\ \mathrm{cm^{-1}}$. With $\omega$ held fixed, the barrier then runs from $0.1050$ down to $0.1030$ eV, about one percent either way. An error of $1\ \mathrm{cm^{-1}}$ in the wavenumber, half a percent, would move the barrier by another percent. The figure of $839\ \mathrm{cm^{-1}}$ is the correct result for the stated inputs, but its last digit carries no physical information.

For the condition of validity we need the spread of the ground state. In a harmonic oscillator the mean potential energy is half the total energy, so in the ground state

$$\frac94V_3\langle\varphi^2\rangle=\frac{\omega}{4},\qquad
\langle\varphi^2\rangle=\frac{\omega}{9V_3}=\frac{F}{\omega},$$

where the last step uses $9V_3=\omega^2/F$. The root-mean-square angle is

$$\sqrt{\frac{6.5712\times10^{-4}}{0.024797}}\ \text{rad}=9.3^\circ .$$

The ground state of the full cosine potential has equal weight in its three wells; averaged over one of them, it gives $9.6^\circ$. It is a little wider because the cosine lies below its parabola. Both values are small beside $60^\circ$, so the ground state is concentrated near the minima.

In general the harmonic picture of the lowest levels requires $F/\omega\ll1$. Since $F/\omega=\tfrac13\sqrt{F/V_3}$, this means $V_3\gg F$, and here $V_3/F=158$. In the opposite limit, $V_3\to0$, the group rotates freely. Its wavefunctions are $e^{im\varphi}$ with integer $m$, its energies are $Fm^2$, and the lowest interval tends to $F$. The harmonic expression $3\sqrt{FV_3}$ would tend to zero instead, so it does not give the level spacing of a nearly free methyl group. The condition concerns the levels. Converting a wavenumber obtained from second derivatives into $V_3$ uses only the curvature of the assumed cosine and does not require $V_3\gg F$.

The potential has three equivalent wells, and tunnelling between them splits each torsional level into a single and a doubly degenerate level. For the present numbers the splitting is $1.2\times10^{-8}$ eV in the lowest level and $6.8\times10^{-7}$ eV in the next. Both are negligible beside $\omega$, so these levels can be treated as those of separate wells. The barrier inferred from the second derivatives does not depend on the splitting.

### The numbers beside a real precursor

Methyltrichlorosilane, a precursor for silicon carbide deposition, has one methyl group on a heavy threefold frame. Its barrier is roughly $0.1$ eV, so the example lies in its regime.

The value of $F$ can be checked from rough geometry. With tetrahedral angles, each outer atom at bond length $r$ is a distance $r\sqrt{8/9}$ from the axis, so three atoms of mass $m$ contribute $3m\cdot\tfrac89r^2$. Taking C–H and Si–Cl lengths of $1.09$ and $2.03$ Å and masses of $1.008$ and $35.45$ u gives $I_t=3.19\ \mathrm{u\,Å^2}$ and $I_f=390\ \mathrm{u\,Å^2}$. The resulting $F$ is $6.60\times10^{-4}$ eV, within half a percent of the given value. The frame's finite inertia contributes only $0.8$ percent of the top-alone value.

The condition $V_3\gg F$ concerns the lowest levels. For the thermal motion to be a small oscillation, $k_BT\ll V_3$ is needed as well. At $300$ K, a storage temperature, $V_3/k_BT=4.0$ and the model places $3$ percent of the population in levels above the barrier. At $1300$ K, a rough deposition temperature, $V_3/k_BT=0.93$ and the share is $38$ percent. The motion is then no longer a small oscillation. These shares are for $L=0$ and are only approximate: a doubly degenerate level lies just $0.4$ percent above $V_3$, and overall rotation about the bond, which shifts $m$ by a non-integer amount, can move one member of the pair below the barrier, giving about $2.5$ and $35$ percent instead.

The partition function is less sensitive than this suggests. Per well, and with energies measured from the minimum, the two versions are

$$q_{\text{rotor}}=\frac13\sum_j e^{-E_j/k_BT},\qquad q_{\text{harm}}=\frac{1}{2\sinh(\omega/2k_BT)}.$$

At $300$ K they are $1.11$ and $1.00$; at $1300$ K they are $5.11$ and $4.51$. The harmonic value is too small by factors of $1.11$ and $1.13$.

The classical limit shows where most of the discrepancy comes from. There the momentum factors are the same, and the comparison is between two integrals over angle:

$$\int_{-\pi/3}^{\pi/3}e^{-V(\varphi)/k_BT}\,d\varphi
\quad\text{and}\quad
\int_{-\infty}^{\infty}e^{-9V_3\varphi^2/4k_BT}\,d\varphi=\frac23\sqrt{\frac{\pi k_BT}{V_3}} .$$

Inside the well the cosine potential lies below the parabola, which favours the rotor. The parabola, however, also counts angles beyond $\pm60^\circ$, which do not belong to the well. The two errors oppose each other, but at both temperatures above the first is much the larger, and the harmonic value is too small. As the temperature rises further, the first integral saturates at $2\pi/3$ while the second keeps growing as $\sqrt T$, so the harmonic value eventually becomes too large. Near agreement at one temperature is therefore no evidence that the motion is harmonic.

The rigid model leaves out the relaxation of bond lengths and angles as the methyl group turns. Its effect on the barrier has not been estimated here.

## Variation 1: the wavenumber is an observed interval

*Suppose that $200\ \mathrm{cm^{-1}}$ is the measured interval between the two lowest torsional levels, not a harmonic value. What is $V_3$?*

The quartic term $-\tfrac{27}{16}V_3\varphi^4$ lowers the upper level more than the lower one, so the interval $\Delta$ is smaller than $\omega$. First-order perturbation theory needs $\langle\varphi^4\rangle_n$ in the oscillator state $n$. Write $\varphi=s(a+a^\dagger)$ with $s^2=F/\omega$, the ground-state value of $\langle\varphi^2\rangle$. Then

$$\varphi^2|n\rangle=s^2\left[\sqrt{n(n-1)}\,|n-2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n+2\rangle\right].$$

The squared norm of this vector is the required average:

$$\langle\varphi^4\rangle_n=s^4\left[n(n-1)+(2n+1)^2+(n+1)(n+2)\right]=3s^4(2n^2+2n+1).$$

It equals $3s^4$ for $n=0$ and $15s^4$ for $n=1$. The interval changes by

$$-\frac{27}{16}V_3\cdot12\,\frac{F^2}{\omega^2}=-\frac{81}{4}\,\frac{V_3F^2}{\omega^2}=-\frac94F,$$

where the last step uses $V_3/\omega^2=1/(9F)$. To this order,

$$\Delta\approx\omega-\frac94F,\qquad V_3\approx\frac{(\Delta+\tfrac94F)^2}{9F}.$$

The correction does not depend on the barrier; its importance relative to $\omega$ does. Here $\tfrac94F=0.001479$ eV, which is $6$ percent of $\omega$. With $\Delta=0.024797$ eV,

$$V_3\approx\frac{(0.024797+0.001479)^2}{9\times6.5712\times10^{-4}}\ \text{eV}=0.1167\ \text{eV}.$$

Diagonalizing $H$ in the functions $e^{im\varphi}$ and adjusting $V_3$ until the interval between the centres of the two tunnelling multiplets equals $\Delta$ gives $0.1176$ eV. The small remainder comes from higher orders in $F/\omega$.

The barrier is thus $13$ percent above the value found in the main problem. A shift of $6$ percent in the frequency has been roughly doubled by the square. This is far more than the rounding error of $F$, so the origin of a torsional wavenumber must be known before it is converted into a barrier.

## Variation 2: the potential is not a pure cosine

*Keep the harmonic wavenumber and $F$ of the main problem, but add a sixfold term,*

$$V(\varphi)=\frac{V_3}{2}(1-\cos3\varphi)+\frac{V_6}{2}(1-\cos6\varphi).$$

*How does the barrier change if $V_6$ is plus or minus $2$ percent of $V_3$?*

First locate the maximum. Using $\sin6\varphi=2\sin3\varphi\cos3\varphi$,

$$V'(\varphi)=\frac32V_3\sin3\varphi+3V_6\sin6\varphi=3\sin3\varphi\left(\frac{V_3}{2}+2V_6\cos3\varphi\right).$$

For $|V_6|<V_3/4$ the bracket is positive at every angle. The stationary points are then the zeros of $\sin3\varphi$: minima at $0^\circ$ and maxima at $60^\circ$, with their threefold repetitions. At $60^\circ$ we have $\cos3\varphi=-1$ and $\cos6\varphi=1$. The sixfold term vanishes there, and the barrier is still $V_3$.

The curvature does change. Near the minimum $\tfrac12V_6(1-\cos6\varphi)\approx9V_6\varphi^2$, so

$$V\approx\frac94(V_3+4V_6)\varphi^2,\qquad \frac{\omega^2}{9F}=V_3+4V_6 .$$

The formula of the main problem now returns $V_3+4V_6$ instead of the barrier. With $\omega^2/(9F)=0.10397$ eV held fixed, the true barrier is

$$V_3=\frac{0.10397\ \text{eV}}{1+4V_6/V_3}=
\begin{cases}0.0963\ \text{eV}, & V_6/V_3=+0.02,\\[2pt] 0.1130\ \text{eV}, & V_6/V_3=-0.02.\end{cases}$$

These lie $7$ percent below and $9$ percent above the pure-cosine value. A positive $V_6$ narrows the well without raising its rim, so the harmonic formula overestimates the barrier; a negative $V_6$ widens the well and has the opposite effect. As $V_6$ approaches $-V_3/4$ the curvature at the minimum vanishes although the barrier remains, and the harmonic wavenumber then says nothing about the height.

A harmonic wavenumber measures the potential at one point. It becomes a barrier height only through an assumption about the shape between the minimum and the maximum. Where that shape is in doubt, the energy should be computed at $60^\circ$ as well, with the other coordinates relaxed. The numerical output below lists the values used here.

## Numbers as computed

```
Given harmonic wavenumber: 200.0 per cm
Given internal rotational constant: 5.3 per cm
Conversion, 1 per cm: 1.239842e-04 eV
Harmonic quantum w: 0.024797 eV
Internal rotational constant F: 6.5712e-04 eV
Barrier V3: 0.10397 eV = 838.57 per cm
Ratio V3/F: 158.2
Reduced inertia from F: 3.181 u angstrom^2
Assumed C-H length: 1.09 angstrom
Assumed Si-Cl length: 2.03 angstrom
Assumed masses H, Cl: 1.008, 35.45 u
Top inertia, geometry: 3.194 u angstrom^2
Frame inertia, geometry: 389.6 u angstrom^2
F from top alone: 6.5446e-04 eV
F from top and frame: 6.5982e-04 eV
Frame contribution to F: 0.82 percent
Barrier if F is 5.25 per cm: 0.10496 eV
Barrier if F is 5.35 per cm: 0.10300 eV
Zero-point rms angle, harmonic: 9.33 deg
Zero-point rms angle, computed: 9.64 deg
Ground level above minimum: 0.01202 eV
Barrier seen from ground level: 0.09195 eV
Anharmonic shift 9F/4: 0.001479 eV
0-1 interval, first order: 0.023318 eV
0-1 interval, diagonalized: 0.023212 eV
V3 if w were observed, first order: 0.11674 eV
V3 if w were observed, numerical: 0.11761 eV
Rise over harmonic V3: 13.1 percent
Tunnelling splitting, level 0: 1.20e-08 eV
Tunnelling splitting, level 1: 6.76e-07 eV
True barrier if V6/V3 = +0.02: 0.09627 eV
True barrier if V6/V3 = -0.02: 0.11301 eV
Thermal energy at 300 K: 0.02585 eV
V3/kT at 300 K: 4.02
Hindered-rotor sum per well at 300 K: 1.110
Harmonic sum at 300 K: 1.004
Rotor/harmonic ratio at 300 K: 1.106
Population above barrier at 300 K: 3.0 percent
Thermal energy at 1300 K: 0.11203 eV
V3/kT at 1300 K: 0.93
Hindered-rotor sum per well at 1300 K: 5.112
Harmonic sum at 1300 K: 4.509
Rotor/harmonic ratio at 1300 K: 1.134
Population above barrier at 1300 K: 37.9 percent
Classical sum per well at 1300 K: 5.115
```
